# How precisely do counted escapes fix a rate?

**Question.** A simulation follows an atom that sits in a well and now and then hops over a barrier. In a run of length $t$ it hops $N$ times. How uncertain is the hopping rate found from this count, how does the uncertainty shrink with longer runs, and what can be said if the atom never hops at all?

**Answer.** The count scatters even when the simulation is perfect, because each escape happens at a random moment. The size of that scatter follows from one assumption about the escapes.

## The law of the counts

Suppose that the atom loses all memory of its last hop long before the next one. The probability of an escape in a short time $dt$ is then $k\,dt$, with the same total rate $k$ at all times. Suppose also that $t$ is fixed before the run begins.

Let $p_n(t)$ be the probability of $n$ escapes up to time $t$. It gains from runs that had $n-1$ escapes and make one more, and it loses from runs that had $n$ and make another:

$$\frac{dp_n}{dt}=k\,(p_{n-1}-p_n),\qquad p_0(0)=1,\quad p_{n>0}(0)=0 ,$$

with $p_{-1}=0$. Write $p_n=e^{-kt}f_n$. The derivative of the exponential cancels the loss term and leaves $df_n/dt=kf_{n-1}$. Since $f_0=1$, repeated integration from zero gives $f_1=kt$, $f_2=(kt)^2/2$, and in general $f_n=(kt)^n/n!$. With $m=kt$,

$$p_n=\frac{m^n}{n!}\,e^{-m}.$$

This is the Poisson law. In its mean, the factor $n$ cancels against $n!$:

$$\langle N\rangle=\sum_{n\ge1}\frac{m^n}{(n-1)!}e^{-m}=m .$$

In the same way $\langle N(N-1)\rangle=m^2$, so

$$\mathrm{Var}\,N=\langle N(N-1)\rangle+\langle N\rangle-\langle N\rangle^2=m^2+m-m^2=m .$$

## Many events

Take $\hat k=N/t$ as the estimate of the rate. Its mean is $m/t=k$, so it has no bias. Its variance is $m/t^2=k/t$, and its relative standard deviation is

$$\frac{\sqrt{k/t}}{k}=\frac{1}{\sqrt{kt}}=\frac1{\sqrt m}\approx\frac{1}{\sqrt N}.$$

The last step replaces the unknown mean by the observed count. To see what this costs, write $N=m(1+\delta)$, where $\delta$ has standard deviation $1/\sqrt m$. For small $\delta$,

$$\frac1{\sqrt N}\approx\frac1{\sqrt m}\left(1-\frac{\delta}{2}\right),$$

so the error bar is itself uncertain by a relative amount of about $1/(2\sqrt m)$. For a hundred events that is 5 percent of the error bar, which is harmless.

A relative error $r$ needs about $1/r^2$ events, hence a time $t=1/(kr^2)$. Halving the error takes a run four times as long.

The fixed run length matters. If the run is instead stopped at the moment of the $N$th event, the stopping time has probability density $k\,p_{N-1}(t)$, and for $N>1$

$$\left\langle\frac Nt\right\rangle=N\int_0^\infty\frac{k\,(kt)^{N-1}e^{-kt}}{(N-1)!\;t}\,dt=Nk\,\frac{(N-2)!}{(N-1)!}=\frac{N}{N-1}\,k .$$

The estimate is then too high on average, noticeably so for small $N$.

## No events

With $N=0$ the rule $1/\sqrt N$ has no meaning, yet the silence is informative. Its probability is $p_0=e^{-kt}$. Setting this equal to 0.05 gives

$$kt=\ln 20=2.996,\qquad\text{hence the limit}\qquad k<\frac{\ln20}{t}\approx\frac3t .$$

If the true rate were at or above this limit, at most 5 percent of such runs would be silent. That is the meaning of "95 percent confidence" here: it describes how the procedure performs over repeated runs. It is not a 95 percent probability that this particular rate lies below the limit, since such a statement would need a prior probability for $k$.

As long as the run stays silent, the limit falls as $1/t$, faster than the $1/\sqrt t$ of the relative error. If several independent runs of the same system are all silent, their times can be added, because $e^{-kt_1}e^{-kt_2}=e^{-k(t_1+t_2)}$. Every run must be included: picking out the silent ones and dropping those with hops makes the limit too low.

## A few events

Between these cases, define an upper limit $m_{\rm up}(N)$ on the mean count by

$$\sum_{n=0}^{N}\frac{m_{\rm up}^n}{n!}\,e^{-m_{\rm up}}=0.05 .$$

For $N=0$ this is the rule just found. Solved numerically for $N=1,2,3$, it gives $m_{\rm up}=4.74$, 6.30 and 7.75. Division by $t$ gives the limit on the rate.

The procedure fails at most 5 percent of the time, whatever the true mean $m$. The derivative of the sum with respect to its mean is $\sum_{n\le N}(p_{n-1}-p_n)=-p_N$, so the sum falls as the mean grows. Adding a term raises it, so $m_{\rm up}$ increases with $N$. The limit therefore fails for counts up to some largest value $n^*$, for which $m_{\rm up}(n^*)<m$. The probability of these counts at the true mean is smaller than at $m_{\rm up}(n^*)$, where it is 0.05. If no such $n^*$ exists, the limit does not fail.

The simple interval $N\pm1.96\sqrt N$ has no such guarantee. Summing the Poisson law over the counts whose interval contains the true mean gives 95.0 percent for $m=111.5$, but 39.3 percent for $m=0.5$. In the second case a run is silent with probability $e^{-0.5}=0.607$, and the interval then shrinks to the single point zero. These silent runs account for nearly all the failures; the rest come from the very rare runs with five or more events.

## From the rate to the barrier

In atomic units, with temperature $T$ as an energy, let the rate be $k=k_0e^{-E/T}$. Here $E$ is the barrier and $k_0$ is the attempt frequency times the number of equal exits. If $k_0$ is known,

$$E=T\ln\frac{k_0}{k},\qquad |\delta E|=T\,\frac{|\delta k|}{k}\approx\frac{T}{\sqrt N}.$$

Divided by $E$, this is a relative error of $(T/E)/\sqrt N$. For a barrier much higher than $T$, it is much smaller than the relative error of the rate. A silent run turns an upper limit on $k$ into a lower limit on $E$:

$$E>T\ln\frac{k_0t}{\ln20}.$$

A rate $k_h$ counted at a high temperature $T_h$ can be carried to a lower one, $T_c$, if $E$ and $k_0$ do not change with temperature. Inserting $E=T_h\ln(k_0/k_h)$ gives

$$k_c=k_0\,e^{-E/T_c}=k_0\left(\frac{k_h}{k_0}\right)^{T_h/T_c}.$$

To first order, the relative error of $k_h$ is multiplied by $T_h/T_c$. The assumed prefactor enters as $k_0^{\,1-T_h/T_c}$, so an overestimate of $k_0$ lowers the predicted cold rate.

## Lithium in graphite

Consider one Li atom hopping between the centres of carbon hexagons in graphite. Take a barrier of 0.40 eV, an attempt frequency of 10 THz per exit and six equal exits. These are rough values, used as model inputs. Six exits assume that the two carbon layers around the atom lie directly above one another. In the shifted stacking of pure graphite, the hexagon centres of the two layers together give each site only three nearest neighbours. The prefactor is $k_0=6\times10^4$ per ns.

At 500 K the thermal energy is 0.04309 eV, and the model rate is

$$k=6\times10^4\,e^{-0.40/0.04309}\ \text{ns}^{-1}=5.58\ \text{ns}^{-1}.$$

A run of 20 ns should contain 111.5 hops on average, with a relative scatter of $1/\sqrt{111.5}=9.5$ percent. Drawing 20,000 such runs from random exponential waiting times gave a scatter of 9.5 percent as well.

One further run was drawn by giving each exit its own random waiting time and letting the earliest decide the hop. It produced $N=125$, so

$$\hat k=\frac{125}{20}=6.25\ \text{ns}^{-1},\qquad \frac1{\sqrt{125}}=8.9\ \text{percent}.$$

The result is $6.25\pm0.56$ per ns, or $1.51\times10^{-7}$ in atomic units. It lies 1.2 error bars above the model rate, an ordinary fluctuation. The barrier inferred from it is

$$E=0.04309\,\ln\frac{60000}{6.25}=0.395\ \text{eV},$$

with an error of $0.04309\times0.089=0.004$ eV. A 9 percent counting error in the rate is thus a 1 percent error in the barrier, provided that $k_0$ is exact. A factor of two in $k_0$ would move the inferred barrier by $0.04309\ln 2=0.030$ eV, several times the counting error.

Now suppose that a run of the same length at 300 K shows no hop. The model rate there is 0.0114 per ns and the expected count is 0.23, so silence has a probability of 80 percent. The run gives

$$k<\frac{2.996}{20}=0.150\ \text{ns}^{-1},$$

which is $3.62\times10^{-9}$ in atomic units. This is a limit and not an estimate: the model rate is 13 times smaller. With a thermal energy of 0.02585 eV, the barrier must satisfy

$$E>0.02585\,\ln\frac{60000\times20}{2.996}\approx0.33\ \text{eV}.$$

Collecting 100 hops, for a 10 percent error, takes about 18 ns at 500 K but 8.7 µs at 300 K.

The hot run carried to 300 K says more than the silent one, provided that $k_0$ is right. It predicts 0.0138 per ns, with a relative error of $8.9\times500/300=15$ percent. Doubling the assumed $k_0$ would multiply this prediction by $2^{-2/3}=0.63$. That systematic shift of 37 percent exceeds the counting error, and more hops at 500 K would not reduce it.

## When the counts are not independent

An atom that has just crossed may cross again before it settles. Let independent first crossings occur at rate $\lambda$, and let each count be followed at once by another with probability $p$. A burst then has $M$ counts with probability $(1-p)p^{M-1}$. Summing the geometric series and its derivatives gives

$$\langle M\rangle=\frac1{1-p},\qquad \langle M(M-1)\rangle=\frac{2p}{(1-p)^2},\qquad \langle M^2\rangle=\frac{1+p}{(1-p)^2}.$$

The number of bursts has mean and variance $\lambda t$. The variance of the total count has one part from the burst sizes and one from the number of bursts:

$$\mathrm{Var}\,N=\lambda t\,(\langle M^2\rangle-\langle M\rangle^2)+\lambda t\,\langle M\rangle^2=\lambda t\,\langle M^2\rangle .$$

Dividing by $\langle N\rangle=\lambda t\langle M\rangle$ gives

$$\frac{\mathrm{Var}\,N}{\langle N\rangle}=\frac{1+p}{1-p}.$$

For an assumed $p=0.2$ the ratio is 1.5, and the error bar grows by $\sqrt{1.5}=1.22$, from 8.9 to 11 percent. The counted rate is $\lambda/(1-p)$, which exceeds the rate of independent escapes by a factor of 1.25. A silent run limits $\lambda$ to $\ln20/t$, so the limit on the counted rate rises by the same factor.

The opposite case is a dead time $d$ after each hop, during which no escape is possible. The mean cycle is $d+1/k$, and the counted rate becomes $k/(1+kd)$. The cycle time has standard deviation $1/k$. Over many cycles, a spread $\sqrt N/k$ in elapsed time becomes a spread $\sqrt N/(1+kd)$ in the count, so variance over mean is $1/(1+kd)^2$. With an assumed $d=1$ ps at 500 K, the loss is 0.55 percent of the counts, far below the statistical error.

## Quantum motion

A classical simulation also misses quantum motion along the hopping path. To size this, let the well and the inverted barrier have the same angular frequency $w$, and set $\hbar=1$ and $u=w/T$. Measured from the well bottom, the thermal rate through one exit is

$$k_q=\frac{1}{2\pi Q}\int P(\epsilon)\,e^{-\epsilon/T}\,d\epsilon ,$$

where $P$ is the transmission probability and $Q$ the partition function of the well. Classically $Q=T/w$ and $P$ is a step at $\epsilon=E$, which returns $(w/2\pi)e^{-E/T}$. In quantum mechanics the well gives

$$Q=\sum_{n\ge0}e^{-(n+1/2)u}=\frac{1}{2\sinh(u/2)} .$$

For the barrier, use a mass-weighted coordinate $x$ with momentum $q$, and define $y=(q+wx)/\sqrt{2w}$ and $z=(q-wx)/\sqrt{2w}$. These satisfy $[y,z]=i$, and the energy relative to the top is $(q^2-w^2x^2)/2=w(yz+zy)/2$. Classically $y$ grows and $z$ decays, so $z$ labels incoming motion and $y$ outgoing motion. With $s=(\epsilon-E)/w$, a wave coming from the left is $z^{-1/2-is}$ for $z>0$ and zero for $z<0$. Its Fourier transform is proportional to $(-iy)^{-1/2+is}$. The squared size of this is $e^{\pi s}/|y|$ for $y>0$, the transmitted side, and $e^{-\pi s}/|y|$ for $y<0$, the reflected side. Hence

$$P=\frac{e^{\pi s}}{e^{\pi s}+e^{-\pi s}}=\frac{1}{1+e^{-2\pi s}} .$$

Extend the energy integral to $-\infty$, which is harmless for a high barrier as long as $u$ is not close to $2\pi$. Put $v=e^{-2\pi s}$ and $a=u/2\pi$, so that $e^{-(\epsilon-E)/T}=v^a$. The standard integral $\int_0^\infty v^{a-1}/(1+v)\,dv=\pi/\sin\pi a$, valid for $0<a<1$, then gives

$$\frac{k_q}{k}=\frac1{uQ}\,\frac{u/2}{\sin(u/2)}=\frac{\sinh(u/2)}{\sin(u/2)},\qquad u<2\pi .$$

Take 10 THz for both the well and the barrier. At 500 K, $u=0.96$ and the factor is 1.08. At 300 K, $u=1.60$ and it is 1.24. These sizes depend on the curvature of the barrier, which the model does not fix. For a cosine-shaped path with a 0.40 eV barrier between sites 2.46 Å apart, the mass of Li gives 6.8 THz at the well bottom and at the barrier top. The formula then gives smaller factors, about 1.04 and 1.10.

With 10 THz, the hot shift of 8 percent equals the counting error at about 157 events; with the softer barrier this takes about 800. Beyond that, in this one-dimensional model, a longer classical run refines a number whose distance from the quantum rate is larger than its error bar. The vibrations across the path add a factor of their own. A harmonic mode with $u_w$ in the well and $u_s$ at the saddle multiplies $k_q/k$ by $\dfrac{\sinh(u_w/2)/u_w}{\sinh(u_s/2)/u_s}$, which is below 1 if the mode stiffens at the saddle. Two such modes rising from 10 to about 14 THz would cancel the 8 percent shift at 500 K. The numbers above therefore give the scale of the quantum correction, not its size or sign for a real atom.

## The real material

The model describes a single lithium atom between aligned carbon layers, and 500 K lies well above the operating range of a lithium-ion cell; it serves to make hops frequent. A working graphite electrode breaks the assumption of a lone atom. If neighbours block three of the six exits, the rate halves. If they shift the barrier by 0.026 eV, one thermal energy at 300 K, the rate at that temperature changes by a factor of about $e$. Blocking that varies during the run also makes $k$ vary, and the Poisson law then needs a fresh check. Changes in the vibrations transverse to the path and the response of the carbon layers are left out too. The counting error measures how well the run determines the rate of its own model; these effects decide how far that rate is from the material's.
